# The Uehling Potential and Its Low-Z Shift of s Levels, part 1

(Sections cited here and not found follow in the second part.)

## From the Dirac sea to the potential

**What dimensions and symmetry fix.** An electron near a fixed point nucleus of charge $Ze$ has the Coulomb energy $-Z\alpha\hbar c/r$, where $\alpha$ is the fine-structure constant. The field of the nucleus also polarizes the vacuum, and the induced charge changes this energy by some $V_U(r)$. Keep the effect to first order in the nuclear field, hence linear in $Z\alpha$, and to first order in the coupling $\alpha$ of the induced charge to the electron. A point charge singles out no direction, so the correction depends on $r$ alone. The one length that the vacuum of electrons and positrons supplies is the reduced Compton wavelength $ƛ=\hbar/(mc)$, with $m$ the electron mass. Therefore

$$
V_U(r)=-\frac{Z\alpha\hbar c}{r}\,\alpha\,F(r/ƛ),
$$

with $F$ a function of a pure number.

The size of an atomic orbital is of order $ƛ/(Z\alpha)$, which for small $Z\alpha$ is much larger than $ƛ$. If $F$ falls off fast enough beyond $ƛ$, the electron feels only the volume integral of $V_U$. This has the dimension of energy times volume and must be $-C\,\alpha(Z\alpha)\,mc^2ƛ^3$, with $C$ a number. The density of an $ns$ electron at the nucleus is $(Z\alpha/ƛ)^3/(\pi n^3)$, as shown in the second half. The level shift then has the form

$$
\Delta E_{ns}=-\frac{C}{\pi n^3}\,\alpha(Z\alpha)^4mc^2 .
$$

States with orbital angular momentum have no density at the origin in the Schrödinger description, so they have no shift of this order. What remains is to find $F$, to confirm its short range and its sign, and to show that $C=4/15$.

**Conventions.** From here on $\hbar=c=m=1$: lengths are in $ƛ$, momenta in $mc$ and energies in $mc^2$. Two electrons at distance $r$ repel with energy $\alpha/r$. Fourier transforms are $V(\mathbf q)=\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}V(\mathbf r)$, so that $\alpha/r$ becomes $4\pi\alpha/q^2$.

The vacuum is described as a filled sea of negative-energy Dirac states. Its uniform density without a field is subtracted, since the undisturbed vacuum is neutral. The sea responds to the nuclear potential, and the electron feels the electrostatic potential of the induced density. The exchange part of the interaction between the electron and the sea belongs to the self-energy and is not included here.

**Response of the sea.** Let the sea be exposed to the weak static potential energy

$$
V(\mathbf r)=v\left(e^{i\mathbf q\cdot\mathbf r}+e^{-i\mathbf q\cdot\mathbf r}\right).
$$

First-order perturbation theory changes a filled state $|a\rangle$ of energy $\varepsilon_a$ by

$$
|\delta a\rangle=\sum_c |c\rangle\frac{\langle c|V|a\rangle}{\varepsilon_a-\varepsilon_c},
$$

where $c$ runs over the empty, positive-energy states. Mixing among filled states leaves the total density unchanged and may be omitted. In a normalization volume $\Omega$, the coefficient of $e^{i\mathbf q\cdot\mathbf r}$ in the induced number density is

$$
\delta n_{\mathbf q}=\frac1\Omega\sum_a\left[\langle a|e^{-i\mathbf q\cdot\mathbf r}|\delta a\rangle+\langle\delta a|e^{-i\mathbf q\cdot\mathbf r}|a\rangle\right].
$$

In the first term, the factor $\langle a|e^{-i\mathbf q\cdot\mathbf r}|c\rangle$ requires that $c$ have the momentum of $a$ plus $\mathbf q$. In the second term, $\langle c|e^{-i\mathbf q\cdot\mathbf r}|a\rangle$ requires the momentum of $a$ minus $\mathbf q$. Each term is $v$ times a squared spinor overlap, divided by $\varepsilon_a-\varepsilon_c$.

Write $E=\sqrt{1+k^2}$ and $E'=\sqrt{1+k'^2}$. The filled state has energy $-E$ and the empty one $+E'$, so the denominator is $-(E+E')$. The two terms are equal, because the integral over momenta cannot depend on the direction of $\mathbf q$. With $\delta n=\chi V$,

$$
\chi(q)=-2\int\frac{d^3k}{(2\pi)^3}\,\frac{T(\mathbf k,\mathbf k')}{E+E'},\qquad \mathbf k'=\mathbf k+\mathbf q,
$$

where $T$ is the squared overlap summed over both spins of both states. The minus sign says that electrons collect where their potential energy is low.

**The spin sum.** The free Dirac Hamiltonian is $h(\mathbf k)=\mathbf A\cdot\mathbf k+B$, with four anticommuting, traceless $4\times4$ matrices $A_1,A_2,A_3,B$ whose squares are one. Hence $h^2=E^2$, and the projectors on positive and negative energy are $\Lambda_\pm(\mathbf k)=\tfrac12(1\pm h/E)$. The spin sum is a trace:

$$
T=\mathrm{Tr}\,[\Lambda_+(\mathbf k')\Lambda_-(\mathbf k)]
=\frac14\,\mathrm{Tr}\left[\left(1+\frac{h'}{E'}\right)\left(1-\frac hE\right)\right],
$$

with $h'=h(\mathbf k')$. The terms linear in $h$ have no trace, and $\mathrm{Tr}\,(h'h)=4(\mathbf k\cdot\mathbf k'+1)$. Thus

$$
T=1-\frac{\mathbf k\cdot\mathbf k'+1}{EE'} .
$$

The scalar product follows from $q^2=k^2+k'^2-2\mathbf k\cdot\mathbf k'$:

$$
\mathbf k\cdot\mathbf k'+1=\frac{k^2+k'^2-q^2}{2}+1=\frac{E^2+E'^2-q^2}{2}.
$$

Insert this and combine the energies into a square:

$$
T=\frac{2EE'-E^2-E'^2+q^2}{2EE'}=\frac{q^2-(E-E')^2}{2EE'} .
$$

At $q=0$ the two energies agree and $T=0$: a constant potential induces no charge. This form is also the one to program, because the earlier one subtracts nearly equal numbers at large momentum.

**The divergence.** Put $\mathbf k=\mathbf p-\mathbf q/2$ and $\mathbf k'=\mathbf p+\mathbf q/2$. Then $E'-E=2\mathbf p\cdot\mathbf q/(E+E')$, which tends to $q\cos\theta$ at large $p$, where $\theta$ is the angle between $\mathbf p$ and $\mathbf q$. The integrand tends to

$$
\frac{T}{E+E'}\to\frac{q^2\sin^2\theta}{4p^3}.
$$

Its integral over $d^3p$ diverges logarithmically, with a coefficient proportional to $q^2$. Corrections to the integrand are smaller by two powers of $p$ and converge. Two cutoffs that differ by a fixed factor at large momentum therefore give values of $\chi/q^2$ that differ by a constant independent of $q$. That constant will drop out.

**Energies as variables.** Take the polar axis along $\mathbf q$. At fixed $k$, the relation $k'^2=k^2+q^2+2kq\cos\vartheta$, with $\vartheta$ the angle between $\mathbf k$ and $\mathbf q$, gives $k'dk'=kq\,d(\cos\vartheta)$. Since $k\,dk=E\,dE$ and $k'dk'=E'dE'$,

$$
d^3k=2\pi k^2dk\,d(\cos\vartheta)=\frac{2\pi}{q}\,k\,dk\,k'dk'=\frac{2\pi}{q}\,EE'\,dE\,dE' .
$$

The factor $EE'$ cancels the one in $T$. With $s=E+E'$, $d=E-E'$ and $dE\,dE'=\tfrac12ds\,dd$,

$$
\chi=-\frac{2}{8\pi^3}\,\frac{2\pi}{q}\,\frac12\,\frac12\int\frac{ds}{s}\int dd\,(q^2-d^2)
=-\frac{1}{8\pi^2q}\int\frac{ds}{s}\int dd\,(q^2-d^2).
$$

One factor $\tfrac12$ comes from $T$ and the other from the change to $s$ and $d$.

**The range of $d$.** The vectors $\mathbf k$ and $\mathbf k'$ exist if $(\mathbf k\cdot\mathbf k')^2\le k^2k'^2$, that is, if $4k^2k'^2-(k^2+k'^2-q^2)^2\ge0$. Use $E^2+E'^2=(s^2+d^2)/2$ and $EE'=(s^2-d^2)/4$. The two parts are

$$
4k^2k'^2=4(E^2-1)(E'^2-1)=\frac{(s^2-d^2)^2}{4}-2(s^2+d^2)+4,
$$

$$
(k^2+k'^2-q^2)^2=\frac{(s^2+d^2)^2}{4}-(2+q^2)(s^2+d^2)+(2+q^2)^2 .
$$

Their difference is

$$
-s^2d^2+q^2(s^2+d^2)-4q^2-q^4=q^2(s^2-q^2-4)-d^2(s^2-q^2)\ge0 .
$$

Define $M^2=s^2-q^2$. The four-component vectors $(1,-\mathbf k)$ and $(1,\mathbf k')$ have lengths $E$ and $E'$ and the sum $(2,\mathbf q)$. The triangle inequality then gives $s\ge\sqrt{4+q^2}$, so $M\ge2$. The condition becomes

$$
|d|\le q\beta,\qquad \beta=\sqrt{1-\frac{4}{M^2}} .
$$

The whole interval is allowed. The smaller energy is at least $(s-q\beta)/2$, and the minimum of $\sqrt{M^2+q^2}-\beta q$ over $q$ is $M\sqrt{1-\beta^2}=2$, so neither energy falls below 1.

The quantity $M$ has a direct meaning. An empty sea state of momentum $\mathbf k$ is a positron of momentum $-\mathbf k$. The virtual pair has energy $s$ and momentum $\mathbf q$, so $M$ is its invariant mass, and $M=2$ is the threshold for a pair.

**The spectral form.** The inner integral is

$$
\int_{-q\beta}^{q\beta}dd\,(q^2-d^2)=2q^3\beta\left(1-\frac{\beta^2}{3}\right)=\frac43\,q^3\beta\left(1+\frac{2}{M^2}\right),
$$

since $1-\beta^2/3=\tfrac23+4/(3M^2)$. At fixed $q$, $s\,ds=M\,dM$, so $ds/s=M\,dM/(M^2+q^2)$. Therefore

$$
\chi(q)=-\frac{q^2}{6\pi^2}\,I(q),\qquad
I(q)=\int_2^\infty dM\,\frac{M}{M^2+q^2}\,\beta\left(1+\frac{2}{M^2}\right).
$$

The logarithmic divergence now sits at large $M$. A difference such as $\chi/q^2$ at $q=3$ minus its value at $q=1$ is finite. The direct three-dimensional integral and the spectral form both give $0.0070093$ for it. The factor 2 in $\chi$ and the trace are tested separately, by diagonalizing a finite set of coupled Dirac momentum states.

**Charge renormalization.** Let $\alpha_0$ be the coupling before the response of the vacuum is counted. The nucleus gives an electron the energy $V_0(q)=-4\pi Z\alpha_0/q^2$. The induced electrons, of density $\chi V_0$, repel the electron with the energy $(4\pi\alpha_0/q^2)\chi V_0$. The sum is

$$
V(q)=-\frac{4\pi Z\alpha_0}{q^2}\left[1-\frac{2\alpha_0}{3\pi}I(q)\right],
$$

because $4\pi/(6\pi^2)=2/(3\pi)$. Hold a large cutoff on $M$ fixed. At large distance, that is for $q\to0$, this is a Coulomb law with the coupling

$$
\alpha=\alpha_0\left[1-\frac{2\alpha_0}{3\pi}I(0)\right],
$$

and this $\alpha$ is what a measurement at large distance gives. Replace $\alpha_0$ by $\alpha$ and keep the first correction:

$$
V(q)=-\frac{4\pi Z\alpha}{q^2}\left\{1+\frac{2\alpha}{3\pi}\,[I(0)-I(q)]\right\}.
$$

The difference converges, and the cutoff can be removed. From

$$
\frac1M-\frac{M}{M^2+q^2}=\frac{q^2}{M(M^2+q^2)}
$$

the factor $q^2$ cancels the one in the Coulomb law, and the correction to it is

$$
V_U(q)=-4\pi Z\alpha\,\frac{2\alpha}{3\pi}\int_2^\infty\frac{dM}{M}\,\beta\left(1+\frac{2}{M^2}\right)\frac{1}{M^2+q^2}.
$$

**Return to position space.** The transform of a Yukawa function is

$$
\int d^3r\,e^{-i\mathbf q\cdot\mathbf r}\,\frac{e^{-Mr}}{r}=\frac{4\pi}{q}\int_0^\infty dr\,\sin(qr)\,e^{-Mr}=\frac{4\pi}{q^2+M^2}.
$$

Each $4\pi/(M^2+q^2)$ thus becomes $e^{-Mr}/r$. Put $M=2t$. Then $dM/M=dt/t$, $\beta=\sqrt{t^2-1}/t$ and $2/M^2=1/(2t^2)$. With ordinary units restored,

$$
V_U(r)=-\frac{Z\alpha\hbar c}{r}\,\frac{2\alpha}{3\pi}\,G(r/ƛ),
$$

$$
G(x)=\int_1^\infty dt\,e^{-2xt}f(t),\qquad
f(t)=\left(1+\frac{1}{2t^2}\right)\frac{\sqrt{t^2-1}}{t^2}.
$$

This is the Uehling potential. It has the form that dimensions required, with $F=2G/(3\pi)$. Since $f>0$ for $t>1$, it is attractive at every distance.

The sign has a simple reading. In units of the nuclear charge, the charge density that produces $e^{-Mr}/r$ is

$$
-\frac{1}{4\pi}\nabla^2\frac{e^{-Mr}}{r}=\delta^3(\mathbf r)-\frac{M^2}{4\pi}\,\frac{e^{-Mr}}{r}.
$$

It is a point charge of the sign of the nucleus, surrounded by a cloud of the opposite sign. The cloud integrates to $-1$, so the total is zero for each $M$. In the sum over $M$ the point charge and the cloud are each logarithmically infinite, because $\int f\,dt$ diverges. What is finite is the induced charge inside a radius $r$, namely $(2\alpha/3\pi)[G(r)-rG'(r)]$ in units of $Ze$. It is positive, grows as $-\ln r$ for $r\to0$ and vanishes at large $r$. Far away the observed charge $Ze$ remains. An electron that enters the cloud sees less of the screening and is attracted more strongly.

## Limits, level shift and numbers

**Symbols and results carried over.** Units are $\hbar=c=m=1$ unless others are written, and $ƛ=\hbar/(mc)$ is the unit of length. A fixed point nucleus of charge $Ze$ changes the energy of an electron, beyond the Coulomb law, by

$$
V_U(r)=-\frac{Z\alpha}{r}\,\frac{2\alpha}{3\pi}\,G(r),\qquad
G(x)=\int_1^\infty dt\,e^{-2xt}f(t),
$$

with $f(t)=(1+1/(2t^2))\sqrt{t^2-1}/t^2$. This holds to first order in $\alpha$ and in the nuclear field.

**Integrals needed.** Let $J_k=\int_1^\infty dt\,\sqrt{t^2-1}/t^k$. The substitution $t=1/\cos\varphi$ gives $\sqrt{t^2-1}=\tan\varphi$ and $dt=\sin\varphi\,d\varphi/\cos^2\varphi$, so

$$
J_k=\int_0^{\pi/2}d\varphi\,\sin^2\varphi\,\cos^{k-3}\varphi .
$$

For $k=3,\dots,8$ the values are $\pi/4$, $1/3$, $\pi/16$, $2/15$, $\pi/32$ and $8/105$. The moments of $f$ are $\int f\,t^{-j}dt=J_{j+2}+\tfrac12J_{j+4}$:

$$
\int_1^\infty\frac{f}{t^2}dt=\frac13+\frac1{15}=\frac25,\qquad
\int_1^\infty\frac{f}{t^3}dt=\frac{\pi}{16}+\frac{\pi}{64}=\frac{5\pi}{64},
$$

$$
\int_1^\infty\frac{f}{t^4}dt=\frac{2}{15}+\frac{4}{105}=\frac{6}{35}.
$$

The response of the Dirac sea has given the Uehling potential as a single integral $G$, attractive at every distance, and the moments of $f$ are ready for use. What remains is to find its short- and long-distance forms, to show that $C=4/15$, and to compute the level shifts.
